# Hartree-Fock's Static Moment and the Unitary Conductance of a Quantum Dot

Take a quantum dot with one spin-degenerate level, repulsion $U$ and resonance half-width $\Gamma$, at its particle-hole symmetric point and at zero temperature. Unrestricted Hartree-Fock (UHF) theory gives it a static magnetic moment when $U>\pi\Gamma$. With equal leads, the UHF conductance is then

$$G_{\rm UHF}=\frac{2e^2}{h}\cos^2\frac{\pi m}{2},\qquad m=\langle n_\uparrow-n_\downarrow\rangle .$$

The model's true ground state has no static moment in zero field, and its conductance is $2e^2/h$. For $U=1.60$ meV and $\Gamma=0.25$ meV, UHF gives 11.5 µS and the true value is 77.5 µS.

## The model and its current

The dot Hamiltonian is $\varepsilon(n_\uparrow+n_\downarrow)+Un_\uparrow n_\downarrow$ with $\varepsilon=-U/2$, and energies are measured from the Fermi level. The leads $\alpha=L,R$ are non-interacting with flat wide bands. They contribute half-widths $\Gamma_\alpha$, and $\Gamma=\Gamma_L+\Gamma_R$. I set $\hbar=k_B=1$ until the final formulas.

Unfold each lead into a wave that travels past the dot. With unit velocity and coupling $\sqrt{2\Gamma_\alpha}$, integrating its equation of motion across the contact gives, for each spin,

$$b^{\rm out}_\alpha=b^{\rm in}_\alpha-i\sqrt{2\Gamma_\alpha}\,d .$$

The number current into the dot is $J_\alpha=\langle b^{\rm in\dagger}_\alpha b^{\rm in}_\alpha\rangle-\langle b^{\rm out\dagger}_\alpha b^{\rm out}_\alpha\rangle$. Inserting the relation,

$$J_\alpha=-2\sqrt{2\Gamma_\alpha}\,{\rm Im}\langle b^{\rm in\dagger}_\alpha d\rangle-2\Gamma_\alpha\langle d^\dagger d\rangle .$$

The incoming field is thermal and free, so for each of its modes $\langle b^\dagger_\omega d\rangle=f_\alpha(\omega)\langle\{b^\dagger_\omega,d\}\rangle$, with $f_\alpha$ the Fermi function. For $t<t'$ the incoming wave has not yet reached the dot, so $\{d(t),b^{\rm in\dagger}_\alpha(t')\}=0$. An outgoing wave cannot affect the dot later, so $\{d(t),b^{\rm out\dagger}_\alpha(t')\}=0$ for $t>t'$. The relation above then gives $\langle\{d(t),b^{\rm in\dagger}_\alpha(t')\}\rangle=\sqrt{2\Gamma_\alpha}\,\mathcal G(t-t')$, where $\mathcal G(t)=-i\theta(t)\langle\{d(t),d^\dagger(0)\}\rangle$. With the spectral function $A=-{\rm Im}\,\mathcal G/\pi$,

$$J_\alpha=2\Gamma_\alpha\left[\int d\omega\,f_\alpha A-\langle d^\dagger d\rangle\right].$$

In a steady state $J_L=-J_R=J$. The combination $J=(\Gamma_RJ_L-\Gamma_LJ_R)/\Gamma$ removes the occupation. For a small voltage, $f_L-f_R=eV(-f')$. Restoring $\hbar$ and summing over spin,

$$G=\frac{e^2}{h}\sum_\sigma\frac{4\Gamma_L\Gamma_R}{\Gamma}\int d\omega\,(-f')\,\pi A_\sigma(\omega). \tag{1}$$

This holds with interactions on the dot. The two calculations below differ in $A_\sigma$ alone.

## The counter-example: mean field

UHF replaces $n_\uparrow n_\downarrow$ by $n_\uparrow\langle n_\downarrow\rangle+\langle n_\uparrow\rangle n_\downarrow-\langle n_\uparrow\rangle\langle n_\downarrow\rangle$. Each spin sees a level $\varepsilon_\sigma=U(\langle n_{-\sigma}\rangle-\tfrac12)$ and has $\mathcal G_\sigma=1/(\omega-\varepsilon_\sigma+i\Gamma)$. Integrating the Lorentzian up to the Fermi level,

$$\langle n_\sigma\rangle=\int_{-\infty}^0\frac{d\omega}{\pi}\frac{\Gamma}{(\omega-\varepsilon_\sigma)^2+\Gamma^2}=\frac12-\frac1\pi\arctan\frac{\varepsilon_\sigma}{\Gamma}.$$

Put $\langle n_{\uparrow,\downarrow}\rangle=(1\pm m)/2$. Then $\varepsilon_{\uparrow,\downarrow}=\mp Um/2$, and both equations become

$$m=\frac2\pi\arctan\frac{Um}{2\Gamma}. \tag{2}$$

For $m>0$ the right side is concave and starts with slope $U/(\pi\Gamma)$. It meets the line $m$ again if and only if $U>\pi\Gamma$.

At $T=0$ and $\Gamma_L=\Gamma_R=\Gamma/2$, equation (1) gives

$$\frac{G_{\rm UHF}}{2e^2/h}=\frac{\Gamma^2}{\Gamma^2+(Um/2)^2}=\cos^2\frac{\pi m}{2},$$

because (2) says $\tan(\pi m/2)=Um/2\Gamma$.

Two limits show how the suppression grows. Let $x=Um/2\Gamma$. Just above threshold, $\arctan x\simeq x-x^3/3$ turns (2) into $\pi\Gamma/U=1-x^2/3$, so $x^2\simeq3(1-\pi\Gamma/U)$ and the conductance leaves its unitary value continuously. For $U\gg\Gamma$, $m\to1$ and $G_{\rm UHF}\to(2e^2/h)\,4\Gamma^2/U^2$.

For the example the threshold is $\pi\Gamma=0.785$ meV and $U/\pi\Gamma=2.04$. Equation (2) gives $m=0.748$, so the levels lie at $\mp0.5985$ meV and

$$\frac{G_{\rm UHF}}{2e^2/h}=\frac{0.25^2}{0.25^2+0.5985^2}=0.149 .$$

This is 6.7 times below the unitary value.

UHF lowers the mean-field energy, but that does not make its moment real. Take a six-site chain with the dot at one end, dot-bath hopping 0.5, other hoppings 1 and $U=4$. With the interaction written as $U(n_\uparrow-\frac12)(n_\downarrow-\frac12)$, the energies are $-6.157$ for the restricted determinant, $-6.603$ for UHF with $m=0.937$, and $-6.683$ for the true ground state, a singlet. UHF buys correlation energy by breaking a symmetry that the true state keeps.

## The correct statement

**(a)** Let the dot be the end site of a finite chain with non-zero real hoppings, no other site energies, an even number $L$ of sites and $L$ electrons. For every $U>0$ the ground state is a unique singlet, so $m=0$.

**(b)** For an infinite bath, suppose the low-energy state is a Fermi liquid with finite resonance width $\tilde\Gamma$. Then at $T=0$ the symmetric dot has

$$G=\frac{2e^2}{h}\,\frac{4\Gamma_L\Gamma_R}{\Gamma^2}.$$

The chain represents the two-lead problem when the leads have identical, particle-hole symmetric bands. The dot then couples to one combination of lead states. Repeatedly applying the bath Hamiltonian to that combination, and orthogonalizing, produces the chain.

## Proof of (a)

Up to a constant,

$$H=\sum_{j\sigma}t_j(c^\dagger_{j+1,\sigma}c_{j\sigma}+{\rm h.c.})+U(n_{0\uparrow}-\tfrac12)(n_{0\downarrow}-\tfrac12).$$

Work at $S_z=0$, with $L/2$ electrons of each spin. Transform the down spins by $c_{j\downarrow}\to(-1)^jc^\dagger_{j\downarrow}$. The sign from reordering two operators cancels the alternating sign, so the hopping is unchanged. The factor $n_{0\downarrow}-\frac12$ changes sign, and there are still $L/2$ down particles.

Let $K$ and $D=n_0-\frac12$ be the real symmetric matrices of hopping and dot occupation for one spin species. Writing a state as $\sum_{ab}W_{ab}|a\rangle_\uparrow|b\rangle_\downarrow$, the Schrödinger equation is

$$KW+WK-U\,DWD=EW. \tag{3}$$

Its adjoint has the same form, so ground states may be chosen with $W$ Hermitian. Let $w_i$ be the eigenvalues of $W$. For normalized $W$,

$$E=2\,{\rm Tr}\,KW^2-U\sum_{ij}w_iw_j|D_{ij}|^2 .$$

Replacing $W$ by $|W|$ leaves the first term unchanged and cannot raise the second. Hence $|W|$ is also a ground state.

Let $P\ge0$ be any non-zero ground-state solution and let $Pv=0$. Taking (3) between $v^\dagger$ and $v$ leaves $v^\dagger DPDv=0$, so $PDv=0$. Applying (3) to $v$ then leaves $PKv=0$. The kernel of $P$ is therefore invariant under $D$ and $K$, and so under their commutators.

For one-body operators, commutators follow those of the one-particle matrices. Let $h$ be the hopping matrix and $P_0=|0\rangle\langle0|$. Then

$$[h,P_0]=t_0(|1\rangle\langle0|-|0\rangle\langle1|),\qquad [[h,P_0],P_0]=t_0(|1\rangle\langle0|+|0\rangle\langle1|).$$

Their sum and difference give each hop separately. The commutator of the two hops gives $|1\rangle\langle1|-|0\rangle\langle0|$, and hence $|1\rangle\langle1|$. Removing the first bond from $h$ and repeating the argument generates every hop $c_i^\dagger c_j$ and every $n_i$.

Products of $n_i$ and $1-n_i$ isolate one configuration from any non-zero vector, and hops carry it to any other. The kernel is thus either zero or the whole space. Since $P\ne0$, it is zero and $P$ is positive definite.

For any Hermitian ground state $W$, the matrix $|W|-W\ge0$ also solves (3). It is either zero or positive definite, so $W$ is itself definite. If there were two independent positive solutions, $W_1-\lambda W_2$ would become singular at some $\lambda>0$ without vanishing, a contradiction. The $S_z=0$ ground state is unique.

At $U=0$ an even chain has $\det h=\pm t_0^2t_2^2\cdots t_{L-2}^2\ne0$. Its levels are non-degenerate and come in pairs $\pm E$, so the ground state fills the lower $L/2$ with both spins and is a singlet. Uniqueness for all $U>0$ lets the state evolve continuously, and its discrete spin cannot jump. Thus $S=0$ throughout. Every multiplet with larger integer spin has a member at $S_z=0$, which must lie higher. A spin rotation by $\pi$ about $x$ preserves the singlet and exchanges up with down, so $m=0$. $\square$

The even number matters: an odd number of electrons cannot form a singlet.

## Proof of (b), and what supports its assumption

Particle-hole symmetry gives $\mathcal G(\omega)=-\mathcal G(-\omega)^*$. At $\omega=0$ both $\mathcal G$ and its inverse are therefore imaginary, and the renormalized level sits at the Fermi energy. Near it,

$$\mathcal G(\omega)\simeq\frac{z}{\omega+i(\tilde\Gamma+s)},\qquad \tilde\Gamma=z\Gamma,$$

where $z$ is the quasiparticle weight and $s$ the broadening caused by collisions.

Let $\tilde U$ be the residual interaction of the quasiparticles and $\tilde\rho=1/\pi\tilde\Gamma$ their density of states per spin at the dot. The golden rule gives $s=\pi\tilde U^2\tilde\rho^3I$. With energies in units of $T$,

$$I=\int dx\,dy\,\{[1-f(x)][1-f(y)]f(x+y-\omega)+f(x)f(y)[1-f(x+y-\omega)]\}.$$

Put $a=x-\omega$ and $b(a)=1/(e^a-1)$. The identity $f(y+a)[1-f(y)]=b(a)[f(y)-f(y+a)]$ makes the first $y$ integral $a\,b(a)$. The second is likewise $a[1+b(a)]$. Therefore

$$I=\int da\,a\,[b(a)+f(a+\omega)]=\frac{\pi^2}{3}+\frac{\pi^2}{6}+\frac{\omega^2}{2}.$$

The first term is the thermal part of $b$, the second that of $f$, and the last comes from the displaced step. In ordinary units $I=(\omega^2+\pi^2T^2)/2$. An electron at the Fermi energy has no phase space to decay at $T=0$, so $s=0$ and $\pi A(0)=z/\tilde\Gamma=1/\Gamma$. Equation (1) gives (b). $\square$

The width $\tilde\Gamma$ cancels. Interactions narrow the resonance without lowering its peak. A restricted mean field, with $m=0$, also gives the right peak, but with width $\Gamma$.

Statement (a) does not by itself settle the infinite bath. A singlet at every finite size could still respond to an infinitesimal field with a finite moment. The finite $\tilde\Gamma$ is supported here by the numerical renormalization group, which diagonalizes a logarithmically discretized bath site by site and keeps the lowest states. With a band half-width of 20 meV it gives $\tilde\Gamma=0.0575$ meV, or 0.67 K. The lowest triplet costs 1.993 times a one-particle excitation, close to the 2 expected for a free quasiparticle and hole. A free moment would instead leave the singlet, the triplet and the one-particle states degenerate, because the bath chains used here have an odd number of sites and so a level at the Fermi energy.

A Zeeman splitting $h_Z$ on the dot provides the direct test:

| $h_Z$ (meV) | $m$ | $G/(2e^2/h)$ |
|---|---|---|
| 0.002 | 0.0221 | 0.999 |
| 0.004 | 0.0440 | 0.995 |
| 0.200 | 0.707 | 0.203 |

The moment doubles when the small field doubles, so it extrapolates to zero. The three moments lie 0.9–1.4% above the exact (Bethe-ansatz) wide-band values. At 0.2 meV these are $m=0.701$ and $G=0.205\times2e^2/h$, so the third digit of the last row is not reliable. UHF keeps 0.748 at zero field.

## Where the mean-field error lies

In a large box, a scattering phase $\delta_\sigma$ at the Fermi energy displaces $\delta_\sigma/\pi$ electrons. For a flat wide band this charge sits on the dot, so for a state continuously connected to $U=0$, $\delta_\sigma=\pi\langle n_\sigma\rangle$. For the combination of lead waves that couples to the dot, the contact relation gives the elastic amplitude $1-2i\Gamma\mathcal G_\sigma(0)=e^{2i\delta_\sigma}$. Its real part is $1-2\pi\Gamma A_\sigma(0)=\cos2\delta_\sigma$, so $\pi\Gamma A_\sigma(0)=\sin^2\delta_\sigma$ and equal leads give

$$G=\frac{e^2}{h}\sum_\sigma\sin^2(\pi\langle n_\sigma\rangle).$$

This is the Friedel sum rule, supported here by a counting argument rather than a full proof. At $h_Z=0.2$ meV the computed occupations give 0.198, against 0.203 from the excitation spectrum; the first is low because the computed moment is about 1% too large. UHF obeys the same rule, since $\sin^2[\pi(1\pm m)/2]=\cos^2(\pi m/2)$. Its conductance is wrong because its occupations are wrong.

The last row of the table shows a true polarization suppressing the current. UHF describes the zero-field dot as if such a field were present.

In this example UHF comes close to the size of the fluctuating moment, though at the threshold $U=\pi\Gamma$ it would give only the uncorrelated value. In UHF, $\langle(n_\uparrow-n_\downarrow)^2\rangle=1-2\langle n_\uparrow\rangle\langle n_\downarrow\rangle=(1+m^2)/2=0.780$. The renormalization group gives 0.761 (the exact wide-band value is 0.757), while uncorrelated electrons with $m=0$ give 0.5. The dot usually holds one spin, but its direction has no static average.

## Temperature and real dots

Collisions are governed by $\tilde U$, which the field response measures. A uniform Zeeman splitting fills spin $\sigma=\pm1$ up to $\sigma h_Z/2$. For a flat wide band this is equivalent to a splitting on the dot alone. The direct change in dot occupation is $\sigma\tilde\rho h_Z/2$. The opposite spin's change shifts the level by $-\sigma\tilde U\tilde\rho h_Z/2$ and adds a fraction $\tilde U\tilde\rho$. Here $\tilde U$ is the full interaction at the Fermi energy, with repeated scattering already included, so this change is not fed back a second time. Hence

$$\frac{m}{h_Z}=\tilde\rho R,\qquad R=1+\tilde U\tilde\rho .$$

For a gate detuning $\delta\varepsilon$ both spins shift together and the interaction term changes sign, so $(1-n)/(2\delta\varepsilon)=\tilde\rho(2-R)$, with $n$ the total occupation. The two responses must add to $2\tilde\rho$. Numerically, with the charge response read at $\delta\varepsilon=0.2$ meV (about 5% above its linear value, which moves the sum by 0.01), the sum is 11.23 per meV, against $2/\pi\tilde\Gamma=11.07$ per meV from the spectrum, an agreement within 1.5% of the latter. The spin response gives $R=1.99$, with an uncertainty of a similar percentage; the exact wide-band value is 1.96.

Now $s=(R-1)^2(\omega^2+\pi^2T^2)/2\tilde\Gamma$. To second order,

$$\pi\Gamma A\simeq1-\frac{\omega^2}{\tilde\Gamma^2}-\frac{s}{\tilde\Gamma}.$$

The thermal average of $\omega^2$ is $\pi^2T^2/3$, so

$$\frac{G(T)}{G(0)}\simeq1-\frac{\pi^2}{3}\left(\frac{k_BT}{\tilde\Gamma}\right)^2[1+2(R-1)^2].$$

At 30 mK, $k_BT/\tilde\Gamma=0.045$ and the loss is about 2%. The expansion holds only for $k_BT\ll\tilde\Gamma$. It already falls to zero at $k_BT\simeq0.32\,\tilde\Gamma$, or 0.21 K, although the conductance itself stays positive because $A>0$. Heating can thus lower the conductance well before $k_BT$ reaches $\tilde\Gamma$, and a low value measured at such temperatures would not by itself show a static moment.

The parameters are rough values for a gate-defined semiconductor dot. Unequal leads are the largest zero-field correction evaluated here: a 2:1 ratio multiplies the conductance by $8/9=0.889$. A gate detuning of 0.2 meV leaves $0.984$ of $2e^2/h$. Another orbital 0.5 meV away, a rough spacing, enters at order $[\Gamma/(U/2+0.5\ {\rm meV})]^2=3.7\%$. A 2 µV bias enters at order $(eV/\tilde\Gamma)^2=0.12\%$. The last two are estimates of size, not computed shifts. A real dot need not reach 77.5 µS, but none of these effects, at the stated sizes, approaches the factor of 6.7 introduced by the mean-field moment. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
U = 1.60 meV, Gamma = 0.25 meV, band half-width = 20 meV
UHF threshold pi*Gamma = 0.7854 meV
U/(pi*Gamma) = 2.037
UHF moment m = 0.7481
UHF level shift U*m/2 = 0.5985 meV
UHF conductance = 0.1486 x 2e^2/h = 11.51 uS
unitary conductance = 1 x 2e^2/h = 77.48 uS
unitary/UHF ratio = 6.73
Six-site chain: dot-bath hopping 0.5, U = 4, bath hopping = 1
  exact singlet energy = -6.68255
  lowest triplet energy = -6.51931
  UHF energy = -6.60341, UHF moment = 0.9368
  restricted HF energy = -6.15669
Four-site chain: smallest/largest eigenvalue of W = 4.57e-06
NRG, symmetric dot, zero field
  static moment below 1e-5: True
  conductance from spectrum = 1.0000 x 2e^2/h
  triplet / one-particle excitation energy = 1.993
  Gamma_qp = 0.0575 meV = 0.667 K
  Gamma_qp from chain two sites longer = 0.0571 meV
  U=0 control: fitted width = 0.2500 meV
  <(n_up-n_down)^2>: NRG 0.761, UHF 0.780
Zeeman h (meV), moment, G spectrum, G Friedel (2e^2/h)
  0.002  0.0221  0.9988  0.9988
  0.004  0.0440  0.9953  0.9952
  0.200  0.7065  0.2032  0.1979
spin response m/h = 11.026 per meV
charge response (1-n)/detuning = 0.410 per meV
response sum = 11.231, 2/(pi*Gamma_qp) = 11.069 per meV
Wilson ratio R = 1.992
Finer mesh (2.5 for 3) and 550 for 400 kept states:
  shift of Gamma_qp = -0.23 %
  shift of spin response = 0.20 %
Neglected effects
  T = 30 mK: kT/Gamma_qp = 0.0450
  thermal loss of conductance = 1.97 %
  leads 2:1: conductance factor = 0.8889
  detuning 0.2 meV: n = 0.9180
  detuned G: spectrum 0.9836, Friedel 0.9835 x 2e^2/h
  next orbital 0.5 meV away, order of effect = 3.7 %
  bias 2 uV, order (eV/Gamma_qp)^2 = 0.12 %
```
